# Doping a Double-Gate Fin for a 0.2 V Threshold Rise: verification in Python

```python
"""
Result under test: in a fully depleted symmetric double-gate fin, acceptors
of density N add an oxide voltage q*N*t/(2*C_ox) at fixed electron charge.
Therefore N = 2*eps_ox*dV/(q*t*EOT).
t: fin thickness; EOT: equivalent oxide thickness; dV: oxide-voltage rise;
C_ox = eps_ox/EOT: capacitance of one gate per area; q: elementary charge.
The extra threshold shift from band bending inside silicon is also found.
All internal quantities are SI; potentials are in volts.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import dawsn

q, kB, hbar = const.e, const.k, const.hbar
eps_si = 11.7 * const.epsilon_0
eps_ox = 3.9 * const.epsilon_0
temperature = 300.0
VT = kB * temperature / q
ni = 1e16                       # rough intrinsic density of silicon, m^-3
thickness, eot, target = 7e-9, 1e-9, 0.2
sheet = 1e15                    # electrons per fin side area, m^-2
gate_length, fin_height = 20e-9, 40e-9
gap, acceptor_depth = 1.12, 0.045   # rough silicon values, eV
drain_bias = 0.7


def doping_for_oxide(dv, t, tox):
    return 2 * eps_ox * dv / (q * t * tox)


def oxide_part(N, t=thickness, tox=eot):
    return q * N * t * tox / (2 * eps_ox)


def bending(N, t=thickness):
    return q * N * t**2 / (8 * eps_si)


def classical_part(N, t=thickness):
    root = np.sqrt(bending(N, t) / VT)
    return VT * np.log(root / dawsn(root))


def poisson_state(N, t, tox, n_sheet):
    """Solve nonlinear Poisson from fin centre to one oxide interface.
    Electrons, holes and acceptors are kept; depletion is not assumed."""
    half = t / 2
    factor = q * half**2 / eps_si

    def rhs(s, y):
        n = ni * np.exp(y[0] / VT)
        p = ni**2 / n
        return [y[1], factor * (N + n - p), n * t / n_sheet]

    def march(center):
        sol = solve_ivp(rhs, (0, 1), [center, 0, 0], method="DOP853",
                        rtol=1e-9, atol=1e-11)
        assert sol.success
        return sol.y[:, -1]

    # This estimate only brackets the root of the full equation.
    s = np.linspace(0, 1, 1001)
    weight = trapezoid(np.exp(factor * N * s**2 / (2 * VT)), s)
    upper = VT * np.log(n_sheet / (t * ni * weight)) + 1e-3
    center = brentq(lambda c: march(c)[2] - 1, upper - 0.1, upper,
                    xtol=1e-11)
    surface, slope, _ = march(center)
    v_ox = eps_si * slope / half * tox / eps_ox
    return center, surface, v_ox


mt, ml = 0.19, 0.916            # rough silicon masses / electron mass
m_mix = 2 * mt * ml / (mt + ml)
# Each entry: valley degeneracy, mass along confinement direction.
valleys = {"110": [(2, mt), (4, m_mix)],
           "100": [(2, ml), (4, mt)]}


def box_levels(N, mass, t=thickness, points=399):
    """Energies in eV, measured from the band edge at the surface."""
    x = np.linspace(-t / 2, t / 2, points + 2)[1:-1]
    dx = x[1] - x[0]
    hop = hbar**2 / (2 * mass * const.m_e * dx**2 * q)
    barrier = bending(N, t) * (1 - (2 * x / t)**2)
    return eigh_tridiagonal(2 * hop + barrier,
                            -hop * np.ones(points - 1),
                            select="i", select_range=(0, 19),
                            eigvals_only=True)


def quantum_part(N, side="110", temp=temperature):
    vt = kB * temp / q

    def population(density):
        total = 0.0
        for degeneracy, mz in valleys[side]:
            plane_mass = np.sqrt(mt**2 * ml / mz)
            levels = box_levels(density, mz)
            total += degeneracy * plane_mass * np.exp(-levels / vt).sum()
        return total

    return -vt * np.log(population(N) / population(0.0))


# Oxide voltage and total threshold shift against nonlinear Poisson.
N_A = doping_for_oxide(target, thickness, eot)
saved = None
for t, tox in [(thickness, eot), (5e-9, 0.8e-9)]:
    N = doping_for_oxide(target, t, tox)
    bare = poisson_state(0.0, t, tox, sheet)
    doped = poisson_state(N, t, tox, sheet)
    dv_ox = doped[2] - bare[2]
    dv_total = dv_ox + doped[1] - bare[1]
    assert abs(dv_ox - target) < 1e-5
    # The closed form omits electron self-charge, which bends the
    # potential by at most q*sheet*t/(8*eps_si).
    allowance = q * sheet * t / (8 * eps_si)
    assert abs(dv_total - target - classical_part(N, t)) < allowance
    if saved is None:
        saved = bare, doped, dv_ox, dv_total
bare, doped, dv_ox, dv_total = saved

# Full depletion: holes and neutral acceptors at the fin centre.
holes = ni * np.exp(-doped[0] / VT)
fermi_above_acceptor = doped[0] + gap / 2 - acceptor_depth
neutral = 1 / (1 + np.exp(fermi_above_acceptor / VT) / 4)
assert holes / N_A < 1e-6 and neutral < 1e-6

# Smaller doping for a total shift equal to the target.
N_classical = brentq(lambda n: oxide_part(n) + classical_part(n) - target,
                     1e24, 2e25)
check = poisson_state(N_classical, thickness, eot, sheet)
check_shift = check[1] + check[2] - bare[1] - bare[2]
assert abs(check_shift - target) < q * sheet * thickness / (8 * eps_si)
N_quantum = brentq(lambda n: oxide_part(n) + quantum_part(n) - target,
                   1e24, 2e25, xtol=1e18)

# Weak-doping limits: uniform electrons and lowest box state.
weak = 1e23
uniform_ratio = classical_part(weak) / bending(weak)
box_ratio = quantum_part(weak, temp=77.0) / bending(weak)
box_formula = 2 / 3 + 2 / np.pi**2
assert abs(uniform_ratio - 2 / 3) < 0.01
assert abs(box_ratio - box_formula) < 0.01
ground = box_levels(0.0, m_mix)[0]
ground_formula = (hbar * np.pi / thickness)**2 / (
    2 * m_mix * const.m_e * q)
assert abs(ground / ground_formula - 1) < 1e-4
q110 = quantum_part(N_A)
q100 = quantum_part(N_A, side="100")
qhot = quantum_part(N_A, temp=358.0)
assert q110 > classical_part(N_A)

# Sensitivity to a tenfold larger threshold electron density.
bare10 = poisson_state(0.0, thickness, eot, 10 * sheet)
doped10 = poisson_state(N_A, thickness, eot, 10 * sheet)
shift10 = doped10[1] + doped10[2] - bare10[1] - bare10[2]

# Random placement of acceptors into many equal fin volumes.
count = N_A * thickness * gate_length * fin_height
spread = np.sqrt(count)
rng = np.random.default_rng(4)
cells = 20000
places = rng.integers(0, cells, size=round(count * cells))
sampled_spread = np.bincount(places, minlength=cells).std()
assert abs(sampled_spread / spread - 1) < 0.03
sigma_v = target * spread / count

# Abrupt one-sided junction to a neutral, ungated part of the fin.
# The built-in voltage is approximated by the silicon gap.
junction_v = gap + drain_bias
junction_field = np.sqrt(2 * q * N_A * junction_v / eps_si)
dx = 1e-13
field = np.cumsum(np.full(300000, q * N_A * dx / eps_si))
potential = np.cumsum(field * dx)
assert potential[-1] > junction_v
marched_field = np.interp(junction_v, potential, field)
assert abs(marched_field / junction_field - 1) < 1e-3

# Slotboom-de Graaff apparent gap narrowing, neutral silicon only.
log_density = np.log(N_A / 1e23)
narrowing = 0.009 * (log_density + np.sqrt(log_density**2 + 0.5))


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Fin thickness", thickness * 1e9, "nm")
show("Equivalent oxide thickness", eot * 1e9, "nm")
show("Target oxide-voltage rise", target, "V")
show("Temperature", temperature, "K")
show("Thermal voltage", VT * 1e3, "mV")
show("Relative permittivity of silicon", eps_si / const.epsilon_0)
show("Relative permittivity of oxide", eps_ox / const.epsilon_0)
show("Elementary charge", q, "C", ".6e")
show("Vacuum permittivity", const.epsilon_0, "F/m", ".6e")
show("Capacitance of one gate", eps_ox / eot, "F/m2", ".5f")
show("Acceptor charge imaged by one gate", q * N_A * thickness / 2,
     "C/m2", ".4e")
show("Required acceptor density, oxide part only", N_A, "m^-3", ".3e")
show("Same density", N_A * 1e-6, "cm^-3", ".3e")
show("Wrong density if one gate took all charge", N_A * 5e-7,
     "cm^-3", ".3e")
show("Acceptor sheet density of whole fin", N_A * thickness * 1e-4,
     "cm^-2", ".3e")
show("Threshold electron sheet density", sheet * 1e-4, "cm^-2", ".1e")
show("Poisson: threshold of undoped fin", bare[1] + bare[2], "V", ".4f")
show("Poisson: threshold of doped fin", doped[1] + doped[2], "V", ".4f")
show("Poisson: oxide-voltage rise", dv_ox, "V", ".5f")
show("Poisson: total threshold rise", dv_total, "V", ".4f")
show("Surface-to-centre potential drop", bending(N_A) * 1e3, "mV", ".1f")
show("Bending over thermal voltage u", bending(N_A) / VT, "", ".3f")
show("Classical silicon part, formula", classical_part(N_A) * 1e3,
     "mV", ".1f")
show("Total rise at tenfold electron density", shift10, "V", ".4f")
show("Hole density at centre / acceptors", holes / N_A, "", ".1e")
show("Neutral acceptor fraction at centre", neutral, "", ".1e")
show("Density for total 0.2 V, classical", N_classical * 1e-6,
     "cm^-3", ".3e")
show("Density for total 0.2 V, quantum (110)", N_quantum * 1e-6,
     "cm^-3", ".3e")
show("Weak-doping ratio, classical", uniform_ratio, "", ".4f")
show("Weak-doping ratio, Schroedinger at 77 K", box_ratio, "", ".4f")
show("Weak-doping ratio, box formula", box_formula, "", ".4f")
show("Lowest undoped (110) subband energy", ground * 1e3, "meV", ".1f")
show("Quantum silicon part, (110) sidewall", q110 * 1e3, "mV", ".1f")
show("Quantum silicon part, (100) sidewall", q100 * 1e3, "mV", ".1f")
show("Quantum silicon part, (110), 358 K", qhot * 1e3, "mV", ".1f")
show("Total rise with quantum part, (110)", target + q110, "V", ".3f")
show("Gate length", gate_length * 1e9, "nm")
show("Fin height", fin_height * 1e9, "nm")
show("Mean number of acceptors under gate", count, "", ".1f")
show("Number spread, square-root law", spread, "", ".2f")
show("Number spread, random placement", sampled_spread, "", ".2f")
show("Oxide-voltage spread from number", sigma_v * 1e3, "mV", ".1f")
show("Added field in equivalent oxide", target / eot * 1e-8,
     "MV/cm", ".2f")
show("Apparent gap narrowing, rough", narrowing * 1e3, "meV", ".0f")
show("Drain bias", drain_bias, "V")
show("Silicon gap, rough", gap, "eV")
show("Ungated junction peak field", junction_field * 1e-8,
     "MV/cm", ".2f")
show("Tunnelling distance at that field", gap / junction_field * 1e9,
     "nm", ".1f")
print("PASS")
```

Printed output:

```
Fin thickness: 7 nm
Equivalent oxide thickness: 1 nm
Target oxide-voltage rise: 0.2 V
Temperature: 300 K
Thermal voltage: 25.85 mV
Relative permittivity of silicon: 11.7
Relative permittivity of oxide: 3.9
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Capacitance of one gate: 0.03453 F/m2
Acceptor charge imaged by one gate: 6.9063e-03 C/m2
Required acceptor density, oxide part only: 1.232e+25 m^-3
Same density: 1.232e+19 cm^-3
Wrong density if one gate took all charge: 6.158e+18 cm^-3
Acceptor sheet density of whole fin: 8.621e+12 cm^-2
Threshold electron sheet density: 1.0e+11 cm^-2
Poisson: threshold of undoped fin: 0.4291 V
Poisson: threshold of doped fin: 0.6810 V
Poisson: oxide-voltage rise: 0.20000 V
Poisson: total threshold rise: 0.2519 V
Surface-to-centre potential drop: 116.7 mV
Bending over thermal voltage u: 4.513
Classical silicon part, formula: 52.6 mV
Total rise at tenfold electron density: 0.2464 V
Hole density at centre / acceptors: 6.8e-16
Neutral acceptor fraction at centre: 7.5e-15
Density for total 0.2 V, classical: 9.552e+18 cm^-3
Density for total 0.2 V, quantum (110): 8.228e+18 cm^-3
Weak-doping ratio, classical: 0.6650
Weak-doping ratio, Schroedinger at 77 K: 0.8692
Weak-doping ratio, box formula: 0.8693
Lowest undoped (110) subband energy: 24.4 meV
Quantum silicon part, (110) sidewall: 98.7 mV
Quantum silicon part, (100) sidewall: 93.6 mV
Quantum silicon part, (110), 358 K: 98.2 mV
Total rise with quantum part, (110): 0.299 V
Gate length: 20 nm
Fin height: 40 nm
Mean number of acceptors under gate: 69.0
Number spread, square-root law: 8.30
Number spread, random placement: 8.33
Oxide-voltage spread from number: 24.1 mV
Added field in equivalent oxide: 2.00 MV/cm
Apparent gap narrowing, rough: 87 meV
Drain bias: 0.7 V
Silicon gap, rough: 1.12 eV
Ungated junction peak field: 2.63 MV/cm
Tunnelling distance at that field: 4.3 nm
PASS
```
